\section*{Iterative ptychography with unknown probe: overlap, position errors and phase ambiguity}

\section{The measurement and what it loses}

A thin film is scanned by a defocused electron beam, and a camera in the far field records one diffraction pattern at each beam position. The film's relief is written mainly in the phase of the transmitted wave, but the camera counts electrons and so records squared moduli. If neighbouring beam positions illuminate common parts of the film, each part is measured several times under different illumination. Ptychography uses this redundancy to recover both the specimen transmission $O$ and the probe $P$. An implementer needs to know which parts of the answer the data cannot fix, how much overlap is needed, and what happens when the beam was not where the scan generator put it.

Let $\mathbf u$ run over an $N\times N$ window that moves with the beam, and let $\mathbf R_j$ be the $j$th position. The model is
\begin{equation}
\psi_j(\mathbf u)=P(\mathbf u)\,O(\mathbf u+\mathbf R_j),\qquad
\Psi_j=F\psi_j,\qquad I_j=|\Psi_j|^2 ,
\end{equation}
where $F$ is the unitary discrete Fourier transform, so that $\sum_{\mathbf k}|\Psi_j|^2=\sum_{\mathbf u}|\psi_j|^2$. The model assumes a coherent beam, a static specimen, elastic scattering, a known pixel size, and a film thin enough to act by multiplication.

\subsection{Specimen and probe}

Forward waves are $e^{+2\pi i\mathbf k\cdot\mathbf r}$. An electron of kinetic energy $K$ has $p^2c^2=K^2+2Kmc^2$, hence $dp/dK=(K+mc^2)/(pc^2)=\gamma m/p$. A mean inner potential $V_0$ raises $K$ by $eV_0\ll K$. With $p=h/\lambda$, the extra phase per unit thickness is
\begin{equation}
\frac{\delta p}{\hbar}=\frac{2\pi}{h}\,\frac{\gamma m\,eV_0\lambda}{h}=\sigma V_0,
\qquad \sigma=\frac{2\pi\gamma me\lambda}{h^2}.
\end{equation}
Inelastic scattering with mean free path $L$ reduces the elastic intensity by $e^{-t/L}$ and the amplitude by its square root, so
\begin{equation}
O(\mathbf r)=\exp\!\left[\left(i\sigma V_0-\frac1{2L}\right)t(\mathbf r)\right].
\end{equation}
The probe is the inverse transform of an aperture function times $e^{-i\pi\lambda\Delta f k^2}$. In that integral the total phase is $2\pi\mathbf k\cdot\mathbf u-\pi\lambda\Delta f k^2$, which is stationary at $\mathbf u=\lambda\Delta f\,\mathbf k$. The aperture edge $k=\alpha/\lambda$ therefore maps to radius $\alpha\Delta f$. This gives the geometric diameter $D=2\alpha\Delta f$ and, for scan step $s$, the linear overlap $1-s/D$. Diffraction puts some intensity outside $D$ and makes the illumination inside it uneven, so this overlap is a nominal figure.

\section{Misfit and gradients}

With measured amplitudes $A_j=\sqrt{I_j}$, minimise
\begin{equation}
E=\sum_jE_j,\qquad E_j=\sum_{\mathbf k}\bigl(|\Psi_j|-A_j\bigr)^2 .
\end{equation}
Replace the modulus and keep the phase:
\begin{equation}
\psi_j'=F^{-1}\!\left[A_j\frac{\Psi_j}{|\Psi_j|}\right],\qquad \chi_j=\psi_j-\psi_j'.
\end{equation}
Since $F\chi_j=(|\Psi_j|-A_j)\Psi_j/|\Psi_j|$, unitarity gives $E_j=\|\chi_j\|^2$. For any other wave $\phi$ whose transform $\Phi$ has moduli $A_j$, the inequality $|\Psi_j-\Phi|\ge\bigl||\Psi_j|-A_j\bigr|$ gives $\|\psi_j-\phi\|^2\ge E_j$. Thus $\psi_j'$ is a nearest wave that fits the pattern.

For a small change, $\delta|\Psi_j|=\mathrm{Re}(\Psi_j^*\delta\Psi_j)/|\Psi_j|$, so
\begin{equation}
\delta E_j=2\,\mathrm{Re}\sum_{\mathbf k}(F\chi_j)^*\delta\Psi_j
=2\,\mathrm{Re}\sum_{\mathbf u}\chi_j^*\,\delta\psi_j .
\end{equation}
Define the gradient $g$ by $\delta E=\mathrm{Re}\sum g^*\delta O$; its real and imaginary parts are the derivatives with respect to the real and imaginary parts of $O$. Inserting $\delta\psi_j=P\,\delta O+O\,\delta P$ gives
\begin{equation}
g_O=2P^*\chi_j,\qquad g_P=2O^*\chi_j ,
\end{equation}
where $O$ means the patch seen by pattern $j$. For the full misfit, $g_O$ is added into the object array at $\mathbf R_j$ and $g_P$ is summed over $j$. The formulas need $\Psi_j\ne0$: where $\Psi_j=0$ and $A_j>0$, the phase is undefined and $E_j$ has a kink. Code adds a tiny positive number to $|\Psi_j|$ before dividing.

\subsection{Beam offsets}

If the beam was really at $\mathbf R_j+\boldsymbol\delta_j$, the exit wave is $P(\mathbf u)O(\mathbf u+\mathbf R_j+\boldsymbol\delta_j)$. With $\mathbf u'=\mathbf u+\boldsymbol\delta_j$ it becomes $P(\mathbf u'-\boldsymbol\delta_j)O(\mathbf u'+\mathbf R_j)$. The change of origin alters far-field phases but not moduli. One may therefore keep the object patch on its grid and shift the probe, apart from errors at the window edge:
\begin{equation}
P_j=F^{-1}\!\left[e^{-2\pi i\mathbf k\cdot\boldsymbol\delta_j}\hat P\right],\qquad \hat P=FP .
\end{equation}
Differentiation brings down $-2\pi i\mathbf k$. Put $\delta\psi_j=O\,\delta P_j$ into the expression for $\delta E_j$ and write $G_j=F[O^*\chi_j]$. Unitarity then gives
\begin{equation}
\frac{\partial E_j}{\partial\boldsymbol\delta_j}
=2\,\mathrm{Re}\sum_{\mathbf k}G_j^*\,(-2\pi i\mathbf k)\,
e^{-2\pi i\mathbf k\cdot\boldsymbol\delta_j}\hat P .
\end{equation}
The object gradient now uses $P_j$ in place of $P$. The probe gradient undoes each shift: $g_P=2\sum_jF^{-1}[e^{+2\pi i\mathbf k\cdot\boldsymbol\delta_j}G_j]$.

\section{The ePIE step}

The extended ptychographical iterative engine (ePIE) visits patterns one at a time. Its object step is a scaled gradient step,
\begin{equation}
O\leftarrow O-\frac{a}{m}P^*\chi_j,\qquad m=\max|P|^2 .
\end{equation}
At fixed $P$ the new exit wave is $\psi_j-aw\chi_j$, with $w=|P|^2/m$ between 0 and 1. Its distance from $\psi_j'$ cannot be less than its distance from the nearest fitting wave, so
\begin{equation}
E_j^{\rm new}\le\|\psi_j-aw\chi_j-\psi_j'\|^2
=\sum_{\mathbf u}(1-aw)^2|\chi_j|^2\le E_j,\qquad 0<a<2 .
\end{equation}
The last inequality holds because $|1-aw|\le1$. For a random patch under the example's probe, one step reduced $E_j$ to 0.59, 0.35 and 0.34 of its value for $a=0.5$, 1 and 1.9. The nearly equal values at $a=1$ and 1.9 do not rule out a lower one between them.

The guarantee has two limits. It concerns the pattern in use, and the misfit of its neighbours may rise. It also assumes a fixed probe. Updating $O$ and $P$ together with unit steps from the same $\chi_j$ gives the exit wave
\begin{equation}
\psi_j-(w+w_O)\chi_j+\delta P\,\delta O,\qquad w_O=\frac{|O|^2}{\max|O|^2},
\end{equation}
and the product term is not covered by the bound. The scheme below therefore uses ePIE to get close, then minimises the total $E$ with L-BFGS, a quasi-Newton method that needs only $E$ and its gradient. The problem is not convex, and neither stage guarantees the global minimum.

\begin{verbatim}
O = 1;  P = probe guess, scaled to mean pattern power
repeat for each sweep:
    for j in random order:
        o   = patch of O at R_j
        Psi = F[P o]
        d   = F^-1[(A_j/|Psi| - 1) Psi]        # -chi_j
        patch of O += conj(P) d / max|P|^2
        P          += conj(o) d / max|o|^2     # old patch o
offsets = 0
minimise E(O, P[, offsets]) by L-BFGS
remove constant, ramp and common shift from O
\end{verbatim}

\textbf{Cost.} An ePIE sweep over $J$ patterns takes $2J$ transforms, or $O(JN^2\log N)$ operations. A joint gradient also takes $2J$ transforms without offsets. With offsets it takes $4J+2$: per pattern, one each for the shifted probe, $\Psi_j$, $\chi_j$ and $G_j$, plus one for $\hat P$ and one to return the summed probe gradient. Batched evaluation stores several arrays of $JN^2$ complex numbers.

\section{What the data leave free}

Take a complex $c\ne0$, a real $b$ and a real vector $\mathbf q$, and set
\begin{equation}
O'(\mathbf r)=c\,e^{2\pi i\mathbf q\cdot\mathbf r}O(\mathbf r),\qquad
P'(\mathbf u)=c^{-1}e^{ib}e^{-2\pi i\mathbf q\cdot\mathbf u}P(\mathbf u).
\end{equation}
Then
\begin{equation}
P'(\mathbf u)O'(\mathbf u+\mathbf R_j)=e^{ib}e^{2\pi i\mathbf q\cdot\mathbf R_j}\psi_j(\mathbf u),
\end{equation}
a constant phase times the old wave, so every pattern is unchanged. This leaves five real parameters free: $|c|$, $\arg c$, $b$ and the two components of $\mathbf q$. The constant $\arg c$ hides a uniform thickness, $|c|$ hides a uniform absorption, and $\mathbf q$ hides the phase ramp of a wedge. A known vacuum region inside the scan supplies the missing reference for the constant and, if it extends in both directions, for the ramp as well. An independently centred aperture fixes the ramp but not the constant.

ePIE does not choose the global phase; it inherits it. If the starting object is multiplied by $e^{i\theta}$, then $\psi_j$, $\psi_j'$ and $\chi_j$ all acquire that factor. The object step $P^*\chi_j$ turns with the object, while the probe step $O^*\chi_j$ does not change. Two five-sweep runs whose starting objects differed by 1 rad ended 1.000000 rad apart. Their raw relative distance was 0.959, which is $|e^{i}-1|=2\sin(1/2)$, although they describe the same specimen. Reconstructions must be aligned before they are compared.

\subsection{Raster scans}

Suppose all positions lie on a square lattice of step $s$ pixels, and let $f$ be a nonzero function with that period. Replace $O$ by $fO$ and $P$ by $P/f$. The exit wave gains the factor $f(\mathbf u+\mathbf R_j)/f(\mathbf u)=1$. The function $f$ has $s^2$ complex values, that is $2s^2$ real parameters, which already include $c$. Adding $b$ and $\mathbf q$ gives
\begin{equation}
n_{\rm free}=2s^2+3 .
\end{equation}
For $s=1$ this returns the five parameters above. For larger $s$ the excess can appear as a grid pattern in the object. Displacing the positions so that their differences share no coarse lattice is necessary to remove it, and it works only through object pixels that patterns share. A probe pixel that never falls on a shared object pixel can still trade its value freely with the object. In an $8\times8$ window with steps of 5 to 7 pixels, the four central pixels are of this kind and add 8 free real parameters. Jitter therefore cures the raster freedom only when the overlap is ample. With $f=1+0.3\cos(\pi x/2)$, $x$ in pixels, amplitudes on a 4-pixel raster were unchanged to rounding. With positions jittered by $-1$, 0 or 1 pixel, they changed by 27\% in relative norm.

\subsection{Is the list complete?}

Symmetries give a lower limit on the number of free parameters. To look for others, linearise the data,
\begin{equation}
\delta I_j=2\,\mathrm{Re}\left\{\Psi_j^*\,F[P\,\delta O+O\,\delta P]\right\},
\end{equation}
and count the zero singular values of this real matrix. I used random complex $O$ and $P$, an $8\times8$ window and 16 positions with a 2-pixel step. The raster gave 11 zeros, equal to $2\cdot2^2+3$. Jittering the positions by 0 or 1 pixel gave 5. The smallest nonzero singular values were about $10^{-2}$ of the largest, so the counts are clear.

Adding a copy of the jittered scan 20 pixels away, with no shared object pixels, gave 6. The common probe ties the scale and ramp of the two regions together, but their relative phase is free. Overlap is what connects phases across the specimen.

These counts are local and belong to the sampled examples; they do not exclude a distant second solution. Smooth fields can have further near-freedoms. One kind is a common shift: moving $O$ and $P$ together shifts each exit wave and leaves its far-field modulus unchanged. On a grid, a fractional shift of a product equals the product of shifted factors only if aliasing and edge effects are negligible, so random fields do not show this freedom.

\section{Worked example}

The beam energy is 200 keV, giving $\lambda=2.508$ pm and $\sigma=0.007288$ rad/(V\,nm). The film has $V_0=12$ V, $L=150$ nm and a base thickness of 30 nm, to which 60 Gaussian hills and hollows are added, with widths of 2--4 nm and heights up to 10 nm. The phase per thickness is $\sigma V_0=0.08746$ rad/nm. The base alone contributes $30\times0.08746=2.62$ rad, which the patterns cannot reveal.

The pixel is 1 nm and $N=32$. With $\alpha=0.5$ mrad and $\Delta f=16\,\mu$m, $D=2(0.5\times10^{-3})(16000\ \mathrm{nm})=16$ nm. The reconstruction starts from a flat object and a probe at $12\,\mu$m defocus. Each run has about 2000 ePIE updates, then up to 200 L-BFGS iterations, or 300 when offsets are refined. Scans are jittered by up to 1 nm per axis.

The object error is $\|O_{\rm rec}-O_{\rm true}\|/\|O_{\rm true}\|$ over the central $26\times26$ pixels, after fitting a complex constant, a ramp and a common shift to the known truth. That fit is possible only in simulation. A flat object, with only the constant fitted, has error 0.339. The data misfit is $\sqrt{E/\sum A^2}$.

\begin{center}
\begin{tabular}{lcc}
Case & Object error & Data misfit\\
\hline
$s=4$ nm, 64 patterns & 0.0008 & 0.0025\\
$s=7$ nm, 25 patterns & 0.0022 & 0.0029\\
$s=14$ nm, 9 patterns & 0.246 & 0.0068\\
$s=4$ nm, 0.4 nm errors ignored & 0.020 & 0.027\\
$s=4$ nm, 0.8 nm errors ignored & 0.043 & 0.050\\
$s=4$ nm, 0.8 nm errors refined & 0.010 & 0.006
\end{tabular}
\end{center}

\subsection{Overlap}

The three steps give linear overlaps of 75\%, 56\% and 12.5\%. At 12.5\% the object error is still 73\% of that of the flat guess, yet the misfit is below 1\%. A misfit below 1\% is therefore no proof of a correct object when overlap is poor. Whether a longer minimisation would correct this object was not tested.

For a probe confined to $D$, geometry supplies one necessary condition. The centre of a square scan cell lies $s/\sqrt2$ from its corners, so discs of diameter $D$ cover the plane without gaps only if $s\le D/\sqrt2$, here 11.3 nm, or an overlap of at least 29\%. The 14 nm scan violates this before jitter. The comparison held the nominal field and the approximate number of ePIE updates fixed, but not the number of patterns, so it does not separate gaps, weak phase links and loss of data.

For the undisplaced scans a solution with zero misfit exists, and the minimiser had not reached it. The misfit covers the whole scan, including its thinly illuminated rim, while the object error covers the centre. The two columns of the table should therefore not be compared directly with each other.

\subsection{Relief}

Between the thickest and thinnest points of the central region, the 4 nm scan gives a phase difference of 2.005 rad once the ramp has been removed by the fit to the known truth. Hence
\begin{equation}
\Delta t=\frac{2.005}{0.08746}\ \mathrm{nm}=22.92\ \mathrm{nm},
\end{equation}
against a true 22.93 nm. No phase unwrapping was needed because the true difference is below $\pi$. For a real film the phase ramp is normally taken from vacuum or from the aperture centre. A wedge also grades $|O|$, which the patterns do see, but only weakly (0.7\% in amplitude for a slope of 0.22 here), and using this requires a trusted value of $L$. An error of 0.1 camera pixel in that centre, or $0.1/32$ nm$^{-1}$, tilts the phase by $2\pi\times0.1/32=0.020$ rad/nm. This is a false slope of 0.22 nm in thickness per nm along the film.

\subsection{Position errors}

The displaced data were computed from the analytic specimen at displaced coordinates, with random errors of stated rms per axis. Doubling the errors roughly doubled the object error. Unlike poor overlap, they also raised the misfit markedly, because the inconsistent patches cannot all be fitted.

Joint refinement reduced the 0.8 nm errors to 0.11 nm rms per axis, after removal of their common shift, and the object error fell from 0.043 to 0.010. It did not return to the value for known positions. Part of the gap is model error. The shifted-probe model is not exact on this finite, sampled window, whose outer 2 nm border holds 0.5\% of the probe intensity. The true object, probe and offsets give a misfit of 0.009, and minimising from there with the offsets fixed moves the object to an error of about 0.005. Unfinished convergence may account for the rest.

\subsection{Counting noise}

With $10^5$ electrons per pattern, or $10^5/4^2=6250$ per nm$^2$, the 4 nm scan gave an object error of 0.010. If all of that were phase error, it would correspond to $0.0097/0.0875\approx0.11$ nm rms in thickness.

Noise also weakens the misfit as a warning. A well-filled pixel has an amplitude variance of about $1/4$ in counts. If all 1024 pixels were well filled, the relative noise misfit would be $\sqrt{1024/(4\times10^5)}=0.05$. Here the small aperture leaves many pixels nearly empty and the noise misfit is lower, but it is still comparable with the signature of 0.4 nm position errors.

\section{Relation to a real film}

The values of $V_0$ and $L$ lie in the rough range for thin silicon films at this energy. The camera, however, reaches only $\lambda\times0.5\ \mathrm{nm}^{-1}=1.25$ mrad, so electrons scattered elastically to larger angles are lost as well. For amorphous silicon a screened-atom estimate puts the elastic mean free path also near 150 nm, which would roughly double the attenuation. For a real film $L$ in $|O|$ is therefore an effective length, shorter than the inelastic one. The relief is much stronger than that of a smooth device layer, and the small aperture and large defocus suit nanometre mapping, not atomic resolution. In crystalline silicon near a strong Bragg condition, $\sigma V_0t$ is no longer an adequate phase, and the thickness conversion fails. Even without diffraction contrast, the conversion depends on composition: if the true $V_0$ were 10\% higher, the same phase would mean $22.92/1.1=20.8$ nm. At 30 nm, $1-e^{-30/150}=18\%$ of the electrons scatter inelastically. An energy filter removes most of them; without one they form a background absent from this model, whose effect on the relief was not computed. Propagation inside the film adds a phase $\pi\lambda tk^2=0.059$ rad at $k=0.5$ nm$^{-1}$, the sampling limit along each axis for the 1 nm pixel. A source blur of 1 nm rms per axis, modelled by four equal source points, changes the intensity of a central pattern by 2.5\%, summed over absolute differences. Thicker films call for a multislice model, and larger sources for several mutually incoherent probe modes.

\section{Failure modes in use}

\begin{itemize}
\item \textbf{Grid pattern in the object:} suspect the raster freedom; jitter the scan and use the actual positions.
\item \textbf{Low misfit but regions with unrelated phases:} suspect weak overlap; reduce $s$.
\item \textbf{Misfit well above the expected noise:} refine the offsets, then consider source size, inelastic background and pixel calibration.
\item \textbf{Two runs disagree by a constant, ramp or shift:} align them first; these differences carry no information about the specimen.
\end{itemize}
